# Exact atomic forces for ultrasoft pseudopotentials in a plane-wave basis, part 1

(Sections cited here and not found follow in the second part.)

An atom in a molecule or solid is moved by the force that the electrons and the other nuclei exert on it, and a structure optimization needs this force as the exact gradient of the energy that is being minimized. For atoms whose valence orbitals are sharply peaked near the nucleus, a plane-wave calculation becomes affordable if each orbital is replaced inside a core region by a smooth function that is allowed to hold less charge than the true one. This is the ultrasoft pseudopotential construction. The missing charge is put back as an augmentation charge attached to the atom, and the smooth orbitals are normalized with an overlap operator that counts this charge. When the atom moves, its local potential moves, as in any pseudopotential scheme, but so do the augmentation charge and the operator that defines which sets of orbitals are admissible. The simple Hellmann–Feynman argument, in which normalized orbitals contribute nothing to the first-order change of the energy, assumes a normalization condition that does not depend on the atomic positions, and it has to be redone.

Hartree atomic units are used, and $n$ counts electrons as a positive density. Atom $I$ at $\mathbf R_I$ carries projectors $\beta_i^I$, augmentation functions $Q_{ij}^I$, a local potential $V_{\rm loc}^I$ and a frozen core density $n_c^I$, and each of these depends on $\mathbf r-\mathbf R_I$ only: the atom moves rigidly. The projectors and augmentation functions are real, $Q_{ij}=Q_{ji}$, and the bare strengths $D^{0,I}_{ij}$ are real, symmetric and independent of position. The smooth orbitals $\psi_n$ have occupations $f_n$ (spin included, $0\le f_n\le2$) and are expanded in a fixed set of plane waves in a fixed cell of volume $\Omega$. The occupation matrices of the projectors are

$$\rho^{I,n}_{ij}=\langle\psi_n|\beta^I_i\rangle\langle\beta^I_j|\psi_n\rangle,\qquad \rho^I_{ij}=\sum_n f_n\,\rho^{I,n}_{ij},\tag{1}$$

the valence density is

$$n(\mathbf r)=\sum_n f_n|\psi_n(\mathbf r)|^2+\sum_{I,ij}\rho^I_{ij}\,Q^I_{ij}(\mathbf r),\tag{2}$$

and the Kohn–Sham energy is

$$E=\sum_n f_n\langle\psi_n|-\tfrac12\nabla^2|\psi_n\rangle+\sum_{I,ij}D^{0,I}_{ij}\rho^I_{ij}+\int V_{\rm loc}\,n+E_H[n]+E_{xc}[n+n_c]+U(\{\mathbf R\}).\tag{3}$$

Here $V_{\rm loc}=\sum_I V_{\rm loc}^I$, $n_c=\sum_I n_c^I$, and $U$ is the ion–ion energy. The local potential acts on the whole density (2), augmentation included. The exchange-correlation energy is taken to be a functional of the density alone, local or gradient-corrected; a functional that depends on the orbitals in another way, through the kinetic energy density or through exact exchange, is outside (3), and if the quantities it uses are augmented as the density is, their explicit dependence on the atomic positions can add force terms to those derived below.

The normalization follows from counting electrons. Integrating (2) with $q^I_{ij}=\int Q^I_{ij}\,d^3r$ gives

$$\int n=\sum_n f_n\Big[\langle\psi_n|\psi_n\rangle+\sum_{I,ij}q^I_{ij}\langle\psi_n|\beta_i^I\rangle\langle\beta_j^I|\psi_n\rangle\Big]=\sum_n f_n\langle\psi_n|S|\psi_n\rangle,$$

$$S=1+\sum_{I,ij}q^I_{ij}\,|\beta_i^I\rangle\langle\beta_j^I|.\tag{4}$$

Each orbital therefore holds $f_n$ electrons if the orbitals obey $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$, and this is the constraint under which (3) is minimized; $S$ must be positive definite for it to define a norm. The numbers $q^I_{ij}$ do not change when the atom moves, because the integral of a function over the periodic cell is unchanged by a translation. The operator $S$ does change, because the projectors in it move.

The constraint is imposed with multipliers,

$$L=E-\sum_{mn}\Lambda_{nm}\big(\langle\psi_m|S|\psi_n\rangle-\delta_{mn}\big).\tag{5}$$

The constrained matrix is Hermitian, so it represents as many real conditions as a Hermitian matrix has real parameters, and $\Lambda$ is taken Hermitian, which makes $L$ real. To vary $L$ with respect to $\langle\psi_m|$, note first that the three density-dependent terms of (3) respond to any change $\delta n$ as $\int V_{\rm eff}\,\delta n$, with

$$V_{\rm eff}=V_{\rm loc}+V_H+V_{xc},\qquad V_H=\frac{\delta E_H}{\delta n},\qquad V_{xc}=\frac{\delta E_{xc}}{\delta\tilde n}\Big|_{\tilde n=n+n_c}.$$

A change $\langle\delta\psi_m|$ alters (1) by $\delta\rho^I_{ij}=f_m\langle\delta\psi_m|\beta_i^I\rangle\langle\beta_j^I|\psi_m\rangle$ and (2) by $\delta n=f_m\,\delta\psi_m^*\psi_m+\sum\delta\rho^I_{ij}Q^I_{ij}$. The change $\delta\rho^I_{ij}$ thus appears twice in $\delta E$, once multiplied by $D^{0,I}_{ij}$ and once by $\int V_{\rm eff}Q^I_{ij}$. Collecting terms gives $\delta E=f_m\langle\delta\psi_m|H|\psi_m\rangle$ with

$$H=-\tfrac12\nabla^2+V_{\rm eff}+\sum_{I,ij}D^I_{ij}|\beta^I_i\rangle\langle\beta^I_j|,\qquad D^I_{ij}=D^{0,I}_{ij}+\int V_{\rm eff}\,Q^I_{ij}\,d^3r.\tag{6}$$

The matrix $D$ is the screened strength: the bare one plus the energy of the augmentation charge in the self-consistent potential. It is real and symmetric. The constraint term varies by $\sum_n\Lambda_{nm}\langle\delta\psi_m|S|\psi_n\rangle$, so stationarity within the plane-wave space reads

$$f_m H|\psi_m\rangle=\sum_n\Lambda_{nm}\,S|\psi_n\rangle.\tag{7}$$

Projecting on $\langle\psi_n|$ and using the constraint gives $\Lambda_{nm}=f_mH_{nm}$ with $H_{nm}=\langle\psi_n|H|\psi_m\rangle$. Hermiticity of $\Lambda$ demands $f_mH_{nm}=\Lambda_{mn}^*=f_nH_{mn}^*=f_nH_{nm}$, that is $(f_m-f_n)H_{nm}=0$. Orbitals of different occupation are not coupled by $H$. Among orbitals of equal occupation a unitary mixing changes none of $\rho^I$, $n$, $E$ or the constraint, and it can be chosen to diagonalize $H_{nm}$. In this canonical choice, for the occupied orbitals,

$$H|\psi_n\rangle=\varepsilon_nS|\psi_n\rangle,\qquad \Lambda_{nm}=f_n\varepsilon_n\delta_{nm}.\tag{8}$$

The force is $\mathbf F_I=-dE_{\min}/d\mathbf R_I$, with $E_{\min}$ the constrained minimum; the occupations are fixed for now. Along the family of solutions $\psi_n(\mathbf R)$, $\Lambda(\mathbf R)$ the constraint holds at every $\mathbf R$, so $L=E_{\min}$ there, and the total derivative of $L$ has three parts: through the orbitals, through the multipliers, and explicit. The first vanishes by (7), provided the change of the orbitals lies in the space in which $L$ was made stationary. For plane waves at fixed cell and fixed cutoff this is so, since the basis does not know where the atoms are; a basis attached to the atoms would leave a Pulay term here. The second part is the constraint itself, which is zero. With $\partial$ denoting $\partial/\partial\mathbf R_I$ at fixed plane-wave coefficients,

$$\frac{dE_{\min}}{d\mathbf R_I}=\partial L=\partial E-\sum_{mn}\Lambda_{nm}\langle\psi_m|\partial S|\psi_n\rangle=\partial E-\sum_nf_n\varepsilon_n\langle\psi_n|\partial S|\psi_n\rangle,\tag{9}$$

the last form for canonical orbitals.

The origin of the last term is seen more plainly without multipliers. Let $d\psi_n$ be the derivative of the self-consistent orbital with respect to $\mathbf R_I$. By the variation that led to (6), and its complex conjugate, the orbitals contribute $\sum_nf_n\,2\,{\rm Re}\langle d\psi_n|H|\psi_n\rangle$ to $dE/d\mathbf R_I$, and by (8) this is $\sum_nf_n\varepsilon_n\,2\,{\rm Re}\langle d\psi_n|S|\psi_n\rangle$. Differentiating $\langle\psi_n|S|\psi_n\rangle=1$ gives three terms that sum to zero, $\langle d\psi_n|S|\psi_n\rangle+\langle\psi_n|S|d\psi_n\rangle+\langle\psi_n|\partial S|\psi_n\rangle=0$, or

$$2\,{\rm Re}\langle d\psi_n|S|\psi_n\rangle=-\langle\psi_n|\partial S|\psi_n\rangle,\tag{10}$$

which reproduces (9). If the projectors slide over a frozen orbital, the augmentation charge that the orbital generates changes by $f_n\langle\psi_n|\partial S|\psi_n\rangle$ per unit displacement, and the number of electrons is no longer right. The orbital has to be rescaled to remove this excess, and removing charge from orbital $n$ changes the energy by $-\varepsilon_n$ per electron. The orbital response therefore does not drop out, but the only part of it that matters is fixed by the constraint and needs no response calculation. The argument also shows what incomplete convergence costs. If $H\psi_n=\varepsilon_nS\psi_n+r_n$ with a residual $r_n$, where $H$ is built from the density of these same orbitals, the extra term $\sum_nf_n\,2\,{\rm Re}\langle d\psi_n|r_n\rangle$ is left out of (9), and the computed force is in error to first order in the residual.

The explicit derivative $\partial E$ is taken term by term in (3). The kinetic energy contains no $\mathbf R_I$. The bare nonlocal term gives $\sum_{ij}D^{0,I}_{ij}\,\partial\rho^I_{ij}$. The local term gives $\int n\,\partial V^I_{\rm loc}+\int V_{\rm loc}\,\partial n$, the Hartree term $\int V_H\,\partial n$, and the exchange-correlation term $\int V_{xc}(\partial n+\partial n^I_c)$. The three pieces containing $\partial n$ add to $\int V_{\rm eff}\,\partial n$. At fixed coefficients the smooth part of (2) is fixed, but the augmentation part depends on $\mathbf R_I$ through both of its factors:

$$\partial n=\sum_{ij}\rho^I_{ij}\,\partial Q^I_{ij}+\sum_{ij}Q^I_{ij}\,\partial\rho^I_{ij}.\tag{11}$$

The first part is the rigid displacement of the augmentation charge, the second the change of its amount and shape as the projectors sample different parts of the orbitals. Multiplying by $V_{\rm eff}$ and integrating,

$$\int V_{\rm eff}\,\partial n=\sum_{ij}\rho^I_{ij}\int V_{\rm eff}\,\partial Q^I_{ij}+\sum_{ij}\Big(\int V_{\rm eff}Q^I_{ij}\Big)\partial\rho^I_{ij},$$

and the second sum joins the bare nonlocal term to form, by (6), $\sum_{ij}D^I_{ij}\,\partial\rho^I_{ij}$. Hence

$$\partial E=\partial U+\int n\,\partial V^I_{\rm loc}+\int V_{xc}\,\partial n_c^I+\sum_{ij}\rho^I_{ij}\int V_{\rm eff}\,\partial Q^I_{ij}+\sum_nf_n\sum_{ij}D^I_{ij}\,\partial\rho^{I,n}_{ij}.\tag{12}$$

For the overlap term, (4) gives $\langle\psi_n|S|\psi_n\rangle=\langle\psi_n|\psi_n\rangle+\sum_{J,ij}q^J_{ij}\rho^{J,n}_{ij}$, and since $\partial q=0$ and only the projectors of atom $I$ move,

$$\langle\psi_n|\partial S|\psi_n\rangle=\sum_{ij}q^I_{ij}\,\partial\rho^{I,n}_{ij}.\tag{13}$$

The same derivative $\partial\rho^{I,n}_{ij}$ stands in (12) and (13), so inserting both in (9) and changing the sign gives

$$\begin{aligned}\mathbf F_I=&-\partial U-\int n\,\partial V^I_{\rm loc}-\int V_{xc}\,\partial n^I_c-\sum_{ij}\rho^I_{ij}\int V_{\rm eff}\,\partial Q^I_{ij}\\&-\sum_nf_n\sum_{ij}\big(D^I_{ij}-\varepsilon_nq^I_{ij}\big)\,\partial\rho^{I,n}_{ij}.\end{aligned}\tag{14}$$

The fourth term is the augmentation force. Because $\partial Q^I=-\nabla Q^I$ for a function of $\mathbf r-\mathbf R_I$, an integration by parts over the periodic cell turns it into $-\int n^I_{\rm aug}\nabla V_{\rm eff}$ with $n^I_{\rm aug}=\sum_{ij}\rho^I_{ij}Q^I_{ij}$: it is the force of the effective field on the electrons of the augmentation charge, passed on to the atom that carries them. The fifth term is the projector force. Its weight depends on the band through $\varepsilon_n$, so the band sum cannot be done first to give $\partial\rho^I_{ij}$, as it can for the $D$ part alone. When $Q_{ij}=0$, one has $q=0$, $S=1$, $D=D^0$ and $n=\sum f_n|\psi_n|^2$, and (14) becomes the force for a norm-conserving separable pseudopotential. When $Q_{ij}\neq0$ but all its integrals vanish, the overlap term disappears while the augmentation term and the screening of $D$ remain.

The two parts of the weight $D-\varepsilon q$ have no separate meaning, because each depends on the zero of energy, which in a periodic system is a convention. Add a constant $c$ to $V_{\rm loc}$. The energy changes by $c\int n=cN$, which is independent of the positions, so the force cannot change. In the formula, $V_{\rm eff}\to V_{\rm eff}+c$ and (6) gives $D\to D+cq$, so $H\to H+c+c\sum q_{ij}|\beta_i\rangle\langle\beta_j|=H+cS$. The orbitals stay as they are and $\varepsilon_n\to\varepsilon_n+c$. Then $D-\varepsilon_nq\to D+cq-(\varepsilon_n+c)q$ is unchanged, the augmentation term changes by $-c\sum\rho_{ij}\,\partial q_{ij}=0$, and (14) is invariant. A force computed without the $\varepsilon q$ part would change by $-c\sum_nf_n\langle\psi_n|\partial S|\psi_n\rangle$ and could be given any value along that vector by a choice of $c$.

The form with $\varepsilon_n$ requires canonical orbitals. Direct minimization and Car–Parrinello-type propagation work with orbitals that need not diagonalize $H$. When such a set is stationary, that is, when it satisfies (7), the middle expression in (9) gives the gradient; away from stationarity it is not the exact gradient of $E_{\min}$. For a stationary set with a common occupation $f$ the overlap force is

$$\mathbf F_I^{S}=\sum_{ij}q^I_{ij}\,\partial\omega^I_{ij},\qquad\omega^I_{ij}=\sum_{mn}\Lambda_{nm}\langle\psi_m|\beta^I_i\rangle\langle\beta_j^I|\psi_n\rangle,\qquad\Lambda_{nm}=f\,\langle\psi_n|H|\psi_m\rangle,\tag{15}$$

with $\Lambda$ held fixed under $\partial$. Writing $A_{mn}=\langle\psi_m|\partial S|\psi_n\rangle$, this is ${\rm Tr}(\Lambda A)$. Under a unitary mixing $W$ both matrices transform as $W^\dagger(\cdot)W$, so the trace is invariant and equals its canonical value $\sum_nf\varepsilon_nA_{nn}$. Keeping only the diagonal expectation values $\Lambda_{nn}$ of non-canonical orbitals drops $\sum_{m\ne n}\Lambda_{nm}A_{mn}$, which has no reason to vanish.

Occupations that vary with the positions add one more path of dependence. At fixed orbitals (1) to (3) give $\partial E/\partial f_n=\langle\psi_n|H|\psi_n\rangle=\varepsilon_n$, by the same collection of terms as in (6), so $dE/d\mathbf R_I$ gains $\sum_n\varepsilon_n\,df_n/d\mathbf R_I$. For Fermi–Dirac occupations at temperature $\tau=k_BT$, put $f_n=2x_n$ and $\mathcal S=-2\sum_n[x_n\ln x_n+(1-x_n)\ln(1-x_n)]$. Then $\partial\mathcal S/\partial f_n=\tfrac12\,\partial\mathcal S/\partial x_n=-\ln[x_n/(1-x_n)]$, and for $x_n=1/(e^{(\varepsilon_n-\mu)/\tau}+1)$ this equals $(\varepsilon_n-\mu)/\tau$. Since $\sum_n df_n=0$ at fixed electron number,

$$\sum_n\varepsilon_n\,df_n=\sum_n(\varepsilon_n-\mu)\,df_n=\tau\,d\mathcal S.\tag{16}$$

The extra term cancels in the Mermin free energy $E-\tau\mathcal S$, and (14) is minus the gradient of that quantity, not of $E$. With integer occupations chosen by filling the lowest levels, (14) holds as long as a gap separates occupied from empty levels; at a crossing of the highest occupied and lowest empty level the energy need not be differentiable.

For computation at the $\Gamma$ point, write $\psi_n=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ and expand every periodic field as $a(\mathbf r)=\sum_{\mathbf G}a_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, so that $\int ab=\Omega\sum a^*_{\mathbf G}b_{\mathbf G}$ for real $a$. A field $b^I$ centred on atom $I$ has $b^I_{\mathbf G}=\Omega^{-1}\tilde b(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}$ with $\tilde b(\mathbf G)=\int b\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ taken for the atom at the origin, and so $\partial b^I_{\mathbf G}=-i\mathbf G\,b^I_{\mathbf G}$. The local, core and augmentation terms all have the form

$-\int a\,\partial b^I$, where $b^I$ is a field centred on the atom, and the next part writes this as a sum over plane waves. The force (14) has now been derived as the exact gradient of the constrained minimum energy at fixed occupations; what remains is to complete its plane-wave form, examine the sum of the forces, and check the formulas numerically on a two-atom model.
